# Spin crossover of an octahedral d6 ion without configuration interaction

## 1. Two electrons in two orbitals

Take two real orbitals, $a$ at energy zero and $b$ at energy $\delta>0$, and two electrons. Let two electrons in the same orbital repel with energy $U$ (the same for $a$ and $b$). Let electrons in different orbitals have Coulomb integral $J$ and exchange integral $K$.

With both electrons in $a$, the energy is $U$. With one in each orbital and parallel spins, it is $\delta+J-K$. The two are equal when

$$\delta_0=U-J+K .$$

Below $\delta_0$ the parallel arrangement wins; above it the pair does. The splitting must pay for the extra repulsion of sharing an orbital, $U-J$, and for the lost exchange, $K$.

The paired state is not yet an eigenstate. Repulsion can lift both electrons into $b$, and for real orbitals the matrix element between $a^2$ and $b^2$ is $K$. Suppose a reflection changes the sign of one orbital but not of the other, so that $a^2$ does not mix with the singlet $ab$. The energies $U$ and $U+2\delta$, coupled by $K$, then give the lower root

$$E=U+\delta-\sqrt{\delta^2+K^2}.$$

The triplet has no partner and stays at $\delta+J-K$. Equating the two gives $\sqrt{\delta^2+K^2}=\delta_0$, so for $U>J$ the corrected crossing is

$$\delta=\sqrt{\delta_0^2-K^2}<\delta_0 .$$

The d⁶ ion has the same structure: a simple condition from single configurations, and a correction that lowers only the singlet and so moves the crossing down.

## 2. The d⁶ model and the statement

Six electrons occupy the d shell of one ion in a regular octahedral field. The orbitals $xy,yz,zx$ (the set $t_2$) lie at $-\tfrac25\Delta$, and $x^2-y^2,\,z^2$ (the set $e$) at $+\tfrac35\Delta$. The weighted mean $3(-\tfrac25)+2(\tfrac35)=0$ fixes the zero of energy. All five orbitals share one radial function $R_d(r)$, so the repulsion is that of a spherical atom. Spin-orbit coupling is left out, and the ligands do not move.

The two states to be compared are

- the quintet ${}^5T_2$, configuration $t_2^4e^2$ (high spin, HS);
- the singlet ${}^1A_1$, taken as the single closed-shell determinant $t_2^6$ (low spin, LS).

Their energies are equal when

$$\boxed{\Delta_c=\tfrac52B+4C}$$

where $B$ and $C$ are the Racah parameters defined in Section 3.

For any determinant, the energy is the sum of orbital energies plus a term for each pair of electrons. For one pair, the antisymmetric function $[\phi_1(1)\phi_2(2)-\phi_2(1)\phi_1(2)]/\sqrt2$ gives a direct term $J$ and a cross term $-K$. The cross term contains the overlap of the two spin functions and vanishes for opposite spins. Repulsion is a sum over pairs, so each pair contributes $J$, less $K$ if the spins are parallel.

## 3. Repulsion between the $t_2$ orbitals

Expand the repulsion in Legendre polynomials of $c=\mathbf n\cdot\mathbf n'$, the cosine of the angle between the two electrons:

$$\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|}=\frac{e^2}{4\pi\varepsilon_0}\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(c).$$

The radial averages are the Slater integrals

$$F^k=\frac{e^2}{4\pi\varepsilon_0}\iint R_d^2(r)R_d^2(r')\frac{r_<^k}{r_>^{k+1}}\,r^2r'^2\,dr\,dr'.$$

A product of two d orbitals is even and of fourth degree in $x,y,z$, so only $k=0,2,4$ survive. Each integral is therefore $\sum_kF^k\langle P_k\rangle$, where $\langle P_k\rangle$ is taken over two angular densities.

**Sphere averages.** On the unit sphere,

$$\langle x^{2p}y^{2q}z^{2s}\rangle=\frac{(2p-1)!!\,(2q-1)!!\,(2s-1)!!}{(2p+2q+2s+1)!!}.$$

To see this, average the monomial over three independent Gaussian variables of unit variance. The result is the numerator. It also equals the sphere average times the mean of $r^{2(p+q+s)}$, which is the denominator.

Since $\langle x^2y^2\rangle=1/15$, the normalized orbital is $\sqrt{15}\,xy$ and its density is $15x^2y^2$. The moments of this density are

- second: $x^2$ and $y^2$ give $15\cdot3/105=3/7$; $z^2$ gives $1/7$;
- fourth: $x^4$ and $y^4$ give $15\cdot15/945=5/21$; $z^4$ gives $1/21$; $x^2y^2$ gives $15\cdot9/945=3/21$; $x^2z^2$ and $y^2z^2$ give $1/21$.

Because $c=xx'+yy'+zz'$, the averages $\langle c^2\rangle$ and $\langle c^4\rangle$ are sums of products of these moments. In $c^4$, terms such as $x^2y^2x'^2y'^2$ carry the factor 6.

**Same orbital, $U$.** Here

$$\langle c^2\rangle=\frac{9+9+1}{49}=\frac{19}{49},\qquad \langle c^4\rangle=\frac{25+25+1+6(9+1+1)}{441}=\frac{117}{441}.$$

With $P_2=(3c^2-1)/2$ and $P_4=(35c^4-30c^2+3)/8$,

$$\langle P_2\rangle=\frac{57-49}{98}=\frac4{49},\qquad
\langle P_4\rangle=\frac{4095-5130+1323}{8\cdot441}=\frac{36}{441}.$$

**Different orbitals, $J$.** For $xy$ and $zx$ the roles of $y$ and $z$ are exchanged in one density:

$$\langle c^2\rangle=\frac{9+3+3}{49}=\frac{15}{49},\qquad
\langle c^4\rangle=\frac{25+5+5+6(3+3+1)}{441}=\frac{77}{441},$$

$$\langle P_2\rangle=\frac{45-49}{98}=-\frac2{49},\qquad
\langle P_4\rangle=\frac{2695-4050+1323}{8\cdot441}=-\frac4{441}.$$

**Exchange, $K$.** Both densities are now the product $15x^2yz$, which has zero total charge, so constants in $P_k$ drop out. Its second moment $yz$ is $15/105=1/7$ and enters $c^2$ with weight 2. Its fourth moments $y^3z$, $yz^3$ and $x^2yz$ all equal $15\cdot3/945=1/21$ and enter $c^4$ with weights 4, 4 and 12. Hence $\langle c^2\rangle=2/49$, $\langle c^4\rangle=20/441$ and

$$\langle P_2\rangle=\frac3{49},\qquad \langle P_4\rangle=\frac{700-540}{8\cdot441}=\frac{20}{441}.$$

Collecting the results,

$$U=F^0+\frac{4F^2}{49}+\frac{36F^4}{441},\quad
J=F^0-\frac{2F^2}{49}-\frac{4F^4}{441},\quad
K=\frac{3F^2}{49}+\frac{20F^4}{441}.$$

Cubic symmetry makes these values the same for every choice of $t_2$ orbitals. Comparing coefficients shows that $U=J+2K$.

The Racah parameters are defined by

$$A=F^0-\frac{F^4}{9},\qquad B=\frac{F^2}{49}-\frac{5F^4}{441},\qquad C=\frac{35F^4}{441}.$$

Inverted, they read $F^0=A+\tfrac75C$, $F^2=49B+7C$ and $F^4=\tfrac{63}5C$. Substitution gives

$$J=A+\tfrac75C-2B-\tfrac27C-\tfrac4{35}C=A-2B+C,$$

$$K=3B+\tfrac37C+\tfrac47C=3B+C.$$

The relation $U=J+2K$ also puts a number on the opening example. If its orbitals are $xy$ and $zx$, then $\delta_0=U-J+K=3K$, and the corrected crossing is $\sqrt8\,K\approx2.83K$, about 6 % lower.

## 4. The closed-shell singlet

Six electrons form 15 pairs. In $t_2^6$, three pairs share an orbital and twelve do not. Of those twelve, six have parallel spins: three among the spin-up electrons and three among the spin-down electrons. The repulsion is

$$3U+12J-6K=3(J+2K)+12J-6K=15J .$$

The orbital energy is $6(-\tfrac25\Delta)$. Therefore

$$E_{LS}=15A-30B+15C-\tfrac{12}5\Delta .$$

## 5. The quintet

Choose the component with five electrons up and one down. The five up electrons fill every orbital once, and the down electron sits in a $t_2$ orbital.

**The filled spin-up shell.** With orbitals normalized to $\langle d_a^2\rangle=1$ on the sphere,

$$\sum_{a=1}^5d_a(\mathbf n)d_a(\mathbf n')=5P_2(c).$$

The sum is unchanged by rotating both directions together, so it depends on $c$ alone. In $\mathbf n$ it is a combination of d functions, so it is proportional to $P_2$. At $\mathbf n=\mathbf n'$ its average is 5, which fixes the factor. At $c=1$ the identity also says that $\sum_ad_a^2=5$ in every direction: the shell is spherical.

The repulsion is $\tfrac12\sum_{ab}(J_{ab}-K_{ab})$. Terms with $a=b$ may be included because $J_{aa}=K_{aa}$. Two spherical charges interact through $F^0$ alone, so $\sum_{ab}J_{ab}=25F^0$. For the exchange sum, the identity is used twice:

$$\sum_{ab}K_{ab}=25\sum_kF^k\langle P_2^2P_k\rangle .$$

Here $c$ is uniformly distributed between $-1$ and $1$. Expanding the square,

$$P_2^2=\tfrac15+\tfrac27P_2+\tfrac{18}{35}P_4 ,$$

and using $\langle P_k^2\rangle=1/(2k+1)$, the averages for $k=0,2,4$ are $\tfrac15$, $\tfrac27\cdot\tfrac15=\tfrac2{35}$ and $\tfrac{18}{35}\cdot\tfrac19=\tfrac2{35}$. So

$$\sum_{ab}K_{ab}=5F^0+\tfrac{10}7(F^2+F^4).$$

The up shell therefore has repulsion

$$\tfrac12\left[25F^0-5F^0-\tfrac{10}7(F^2+F^4)\right]=10F^0-\tfrac57(F^2+F^4).$$

Since $F^2+F^4=49B+\tfrac{98}5C$, this equals

$$10A+14C-35B-14C=10A-35B .$$

**The sixth electron.** Its spin is opposite to all the others, so it has no exchange term. It meets a spherical charge of five electrons, which costs $5F^0=5A+7C$.

**The field.** Four electrons in $t_2$ and two in $e$ contribute $4(-\tfrac25\Delta)+2(\tfrac35\Delta)=-\tfrac25\Delta$. Altogether,

$$E_{HS}=15A-35B+7C-\tfrac25\Delta .$$

Within the d shell this is an eigenvalue, not an approximation. States with five electrons up and one down are labelled by the orbital of the down electron. The full up shell has no empty place into which an electron could scatter, and its spherical charge cannot move the down electron between orthogonal d orbitals. The five states are unmixed: three form ${}^5T_2$ and two form ${}^5E$, higher by $\Delta$.

## 6. The crossing

Subtracting the two energies gives

$$E_{LS}-E_{HS}=(-30+35)B+(15-7)C-\left(\tfrac{12}5-\tfrac25\right)\Delta=5B+8C-2\Delta .$$

Setting this to zero gives $\Delta_c=\tfrac52B+4C$.

The parameter $A$ cancels because both states contain 15 pairs. The factor 2 in front of $\Delta$ counts the electrons moved from $e$ to $t_2$. Thus $\tfrac52B+4C$ is the repulsion cost per transferred electron, often called the pairing energy. In Slater integrals the total cost is

$$5B+8C=\frac{5F^2}{49}+\frac{85F^4}{147}>0 .$$

The uniform part $F^0$ is absent: the cost comes wholly from the angular structure of the repulsion. For $\Delta<\Delta_c$ the quintet is lower; for $\Delta>\Delta_c$ the singlet determinant is lower.

Both energies were also checked against a Hamiltonian matrix built on all 210 d⁶ determinants, with integrals obtained by angular quadrature and $A$ set to zero. The singlet formula was compared with the expectation value in the determinant $t_2^6$, and the quintet formula with the lowest eigenvalue for total spin 2. The pairs $(B,C)$ were $(0.10,0.45)$, $(0.07,0.41)$, $(0.13,0.38)$ and $(0.05,0.60)$ eV, each at $\Delta=0.4$, 1.7 and 3.1 eV. The formulas agreed to within $10^{-9}$ eV.

## 7. What configuration interaction changes

Repulsion moves at most two electrons at a time. From $t_2^6$, moving one electron leaves a $t_2$ hole and an $e$ electron. These combine to $T_1$ and $T_2$ but not to $A_1$, so there is no coupling to the singlet. The direct coupling is therefore to $t_2^4e^2$.

By the variational principle, the lowest singlet cannot lie above $E_{LS}$, and this coupling puts it strictly below. The quintet does not move. At $\Delta_c$ the singlet is then already the lower of the two. If the quintet is lower at small $\Delta$, continuity places a true crossing below $\Delta_c$.

The gap also changes its slope. The field energy is $\Delta(N_e-\tfrac{12}5)$, where $N_e$ counts $e$ electrons. For a normalized eigenstate, the derivative of its energy with respect to $\Delta$ is the expectation value of $N_e-\tfrac{12}5$. With $n_e$ the mean number of $e$ electrons in the singlet,

$$\frac{d}{d\Delta}(E_{\rm singlet}-E_{HS})=n_e-2 .$$

For $n_e=0$ this returns the slope $-2$ of Section 6.

At large $\Delta$ the coupled state lies higher by about $2\Delta$, so the lowering of the singlet eventually falls off as $1/\Delta$ and the determinant $t_2^6$ becomes accurate. This limit needs $2\Delta$ far above the repulsion part of that height. For the parameters of Section 8 the lowering falls only about as $\Delta^{-0.5}$ near 2 eV and $\Delta^{-0.6}$ near 4 eV. At $\Delta\to0$ the opposite holds: the orbitals are degenerate, nothing singles out $t_2^6$, and $5B+8C$ is not an excitation energy of the free ion.

## 8. Iron(II) in solution

Take $B=0.10$ eV and $C=0.45$ eV, rough typical values for iron(II) complexes. Then

$$\Delta_c=2.5(0.10)+4(0.45)=0.25+1.80=2.05\ \text{eV}.$$

Most of the cost comes from $C$. In units of $B$ the crossing is at $\Delta_c/B=\tfrac52+4C/B=20.5$.

Now compare two ligand sets, holding $B$ and $C$ fixed. For six water molecules a rough splitting is 1.3 eV, and for three bipyridine ligands 2.7 eV:

$$E_{LS}-E_{HS}=4.10-2.60=+1.50\ \text{eV (water)},$$

$$E_{LS}-E_{HS}=4.10-5.40=-1.30\ \text{eV (bipyridine)}.$$

The model makes the first complex high spin and the second low spin, as the real complexes are. These are gaps at fixed geometry, not reaction energies.

**Size of the CI correction.** At $\Delta_c$ the coupling of $t_2^6$ to $t_2^4e^2$ is $W=1.666$ eV, and the coupled state lies on average $D=9.233$ eV higher. It is a mixture of two $t_2^4e^2$ singlets, with 99 % of its weight in one of them. Two levels alone would lower the singlet by

$$\sqrt{D^2/4+W^2}-D/2=0.291\ \text{eV}.$$

Full diagonalization gives 0.308 eV, so this one coupling explains most of the effect. The crossing moves to 1.890 eV, which is 0.160 eV or 7.8 % below $\Delta_c$. There the determinant $t_2^6$ still has weight 0.962 in the singlet, and $n_e=0.079$. The slope of the gap is $-1.921$, and $0.308/1.921\approx0.160$ eV accounts for the shift.

**No intermediate spin.** A triplet could in principle come lowest near the crossing. For these $B$ and $C$ it does not: at 40 equally spaced splittings from 0.05 to 4.0 eV, the ground state was a quintet below the CI crossing and a singlet above it. At the crossing the lowest triplet is 0.66 eV higher.

## 9. Effects outside the model

**Spin-orbit coupling.** With a rough one-electron constant of 0.05 eV, included together with CI, the crossing rises by 0.011 eV. The quintet thus gains more than the singlet, by about $1.92\times0.011\approx0.02$ eV.

**Temperature.** The quintet has five spin and three orbital states. Without spin-orbit splitting, equal populations require

$$e^{-E_{\rm singlet}/k_BT}=15\,e^{-E_{HS}/k_BT},\qquad E_{HS}-E_{\rm singlet}=k_BT\ln15 .$$

At 298.15 K this is 0.070 eV. Dividing by the slope 1.92 gives a shift of $+0.036$ eV, to 1.926 eV. This estimate should not simply be added to the previous one, because spin-orbit coupling splits the 15 states. Vibrational entropy is also left out.

**Covalency.** Spreading the d orbitals over the ligands reduces the repulsion. Since $\Delta_c$ is linear in $B$ and $C$, a 10 % reduction of both lowers it by 0.205 eV, more than CI does. If $t_2$ and $e$ orbitals acquire different radial shapes, three Racah parameters no longer suffice, and the formula itself must be replaced.

**Bond length.** With the rough numbers used here, this is the largest of the effects considered. For point-charge ligands at distance $R$, the potential inside the ion contains terms $r^k/R^{k+1}$. In a regular octahedron the $k=2$ terms cancel, and the d splitting comes from $k=4$. Hence $\Delta\propto R^{-5}$, provided the d radial function stays the same and lies inside the ligand distance.

Take rough metal–ligand distances of 0.20 nm for low spin and 0.22 nm for high spin, and let $\Delta=2.05$ eV at the middle distance, 0.21 nm. Then

$$\Delta(0.22)=2.05\left(\frac{0.21}{0.22}\right)^5=1.62\ \text{eV},\qquad
\Delta(0.20)=2.05\left(\frac{0.21}{0.20}\right)^5=2.62\ \text{eV}.$$

The same complex lies well on the high-spin side at one length and well on the low-spin side at the other. The gap $4.10-2\Delta$ is about $+0.9$ eV at the long bond and $-1.1$ eV at the short one.

This fixes how the condition may be used. Suppose all other ligand energies depend on $R$ in the same way for both states. They then cancel at a common $R$, and the two energy curves cross where $\Delta(R)=\Delta_c$. The balance between the relaxed complexes is a different question: it compares the two minima, and the ligand energies no longer cancel.

In these rough estimates, then, the assumption that matters most is fixed geometry. A crossover complex need not show a splitting near 2.05 eV in either relaxed state; in this estimate the two values lie about 0.4 eV below and 0.6 eV above it. Only the exponent is taken from the point-charge model, not the splitting itself. With a Hartree–Fock 3d function of Fe²⁺, six charges of $-e$ at 0.21 nm give about 0.2 eV, a tenth of the value scaled here. Point charges thus do not account for the real splitting, and $R^{-5}$ is an assumed law that serves only for the rough size of the effect. If $\Delta$ stays on the same side of the crossing at both relaxed bond lengths, the spin state follows from the condition, within the assumption of common ligand energies. The bipyridine example of Section 8 does not pass this test: if 2.7 eV belongs to 0.20 nm, the $R^{-5}$ law gives 1.68 eV at 0.22 nm. For water the outcome depends on the lengths assumed. If 1.3 eV belongs to 0.22 nm, the law gives 2.09 eV at 0.20 nm, only 0.04 eV above $\Delta_c$. If it belongs to 0.212 nm, closer to measured Fe–O distances, the law gives 1.74 eV, below both $\Delta_c$ and the CI crossing. The fixed-geometry gaps have the signs expected from the real spin states, but with such rough inputs they do not prove them. That takes the total energies of the relaxed complexes, ligands included.

## Calculated quantities

```
input B = 0.10 eV, C = 0.45 eV (rough, iron(II))
Slater integrals F2 = 8.050 eV, F4 = 5.670 eV
repulsion, singlet t2^6, A=0: 3.750 eV
repulsion, quintet, A=0: -0.350 eV
repulsion difference 5B+8C: 4.100 eV
crossing without CI, Delta_c: 2.050 eV
Delta_c / B: 20.50
water: Delta = 1.3 eV, E_LS-E_HS = +1.50 eV
bipyridine: Delta = 2.7 eV, E_LS-E_HS = -1.30 eV
-- configuration interaction --
coupling of t2^6 to t2^4 e^2: 1.666 eV
height of the coupled t2^4 e^2 state at Delta_c: 9.233 eV
singlet lowering, two-level: 0.291 eV
singlet lowering, full CI: 0.308 eV
crossing with full CI: 1.890 eV
shift by CI: -0.160 eV (-7.8 %)
weight of t2^6 in the singlet at that crossing: 0.962
mean e electrons in that singlet, n_e: 0.079
slope of the gap E_LS-E_HS there: -1.921
lowest triplet above the crossing level: 0.661 eV
-- other neglected effects --
spin-orbit zeta = 0.05 eV, crossing (with CI): 1.900 eV
shift by spin-orbit coupling: +0.011 eV
T = 298.15 K, kT = 0.02569 eV, kT ln 15 = 0.0696 eV
equal-population Delta (with CI): 1.926 eV
shift by degeneracy at T: +0.036 eV
shift if B and C fall by 10 %: -0.205 eV
point-charge power of R in Delta: -5.0000
bond lengths: low 0.20, middle 0.21, high 0.22 nm
Delta_c set at middle length; at high-spin length: 1.62 eV
Delta_c set at middle length; at low-spin length: 2.62 eV
```
